# Olsen's correction in Davidson methods and its relation to inverse iteration

An iterative eigensolver holds an approximate eigenvector of a large matrix and must decide in which direction to improve it. This problem derives one such direction from the eigenvalue equation, examines its accuracy, and finds when it fails.

Let $A$ be a Hermitian matrix and $x$ a trial vector with $x^\dagger x=1$. Define the Rayleigh quotient and the residual

$$\theta=x^\dagger Ax,\qquad r=Ax-\theta x .$$

A number subtracted from a matrix means that number times the identity. Since $A$ is Hermitian, $\theta$ is real. The definition of $\theta$ also gives $x^\dagger r=x^\dagger Ax-\theta x^\dagger x=0$, which is used throughout. The wanted eigenvalue $\lambda$ is assumed to be simple, with unit eigenvector $u$ satisfying $x^\dagger u\neq0$.

In the numerical parts, energies are in a model unit $E_0$ and

$$A=\begin{pmatrix}1&0.5&0.2\\0.5&3&0.4\\0.2&0.4&5\end{pmatrix}E_0,\qquad x=\begin{pmatrix}0.96\\-0.28\\0\end{pmatrix}.$$

The lowest eigenvalue, $\lambda=0.879350\,E_0$, is the target.

## (a) The exact equation for the missing part

*Scale the eigenvector so that it reads $x+t_*$ with $x^\dagger t_*=0$, and write $\lambda=\theta+\varepsilon$. Find the equation obeyed by $t_*$, express $\varepsilon$ through $r$ and $t_*$, and determine the order of each term when $t_*$ is small.*

**Solution.** The scaling is possible because $x^\dagger u\ne0$: the vector $u/(x^\dagger u)$ has overlap 1 with $x$, so subtracting $x$ leaves a vector orthogonal to $x$. The eigenvalue equation is

$$A(x+t_*)=(\theta+\varepsilon)(x+t_*).$$

Subtract $\theta(x+t_*)$ from both sides and use $(A-\theta)x=r$:

$$(A-\theta)t_*=-r+\varepsilon x+\varepsilon t_*. \tag{1}$$

Nothing has been neglected. Multiply (1) from the left by $x^\dagger$. On the right, $x^\dagger r=0$, $x^\dagger x=1$ and $x^\dagger t_*=0$, so only $\varepsilon$ remains. On the left, $x^\dagger(A-\theta)=[(A-\theta)x]^\dagger=r^\dagger$, because $A$ is Hermitian and $\theta$ real. Hence

$$\varepsilon=r^\dagger t_*. \tag{2}$$

Now let $P=1-xx^\dagger$ be the projector onto the orthogonal complement of $x$. Applying $P$ to (1) removes $\varepsilon x$ and gives

$$r=-P(A-\theta-\varepsilon)t_* . \tag{3}$$

The residual is therefore of first order in $t_*$. By (2), $\varepsilon$ is of second order, and the product $\varepsilon t_*$ in (1) is of third order. The term $\varepsilon x$ is larger than $\varepsilon t_*$ by one order.

## (b) A correction that can be computed

*Drop the third-order term. Replace $A$ on the left of (1) by a matrix $M$ for which linear systems are cheap to solve. Treat the coefficient of $x$ as an unknown $e$, and fix it by requiring the correction to be orthogonal to $x$. When is the solution unique?*

**Solution.** The equation becomes

$$(M-\theta)t=-(r-e\,x),\qquad x^\dagger t=0. \tag{4}$$

The scalar $e$ is an energy; no electric charge appears in this problem. If $M-\theta$ is invertible,

$$t=-(M-\theta)^{-1}(r-e\,x). \tag{5}$$

Take the overlap with $x$ and set it to zero:

$$0=-x^\dagger(M-\theta)^{-1}r+e\,x^\dagger(M-\theta)^{-1}x .$$

If the factor multiplying $e$ is nonzero, there is one solution:

$$e=\frac{x^\dagger(M-\theta)^{-1}r}{x^\dagger(M-\theta)^{-1}x}. \tag{6}$$

Equations (5) and (6) are Olsen's correction. Two linear systems with the same matrix are needed, one with right-hand side $r$ and one with $x$. For diagonal $M$, both are componentwise divisions.

If $x^\dagger(M-\theta)^{-1}x=0$, changing $e$ does not change the overlap of $t$ with $x$. Then the condition cannot be met, unless the numerator of (6) vanishes too, in which case $e$ is undetermined.

## (c) What the scalar does

*Show that (4) is equivalent to an equation posed entirely in the complement of $x$. Find $e$ in terms of $t$, and decide whether $e$ estimates the energy shift $\varepsilon$.*

**Solution.** Apply $P$ to (4). Since $Px=0$, $Pr=r$ and $t=Pt$,

$$P(M-\theta)P\,t=-r,\qquad x^\dagger t=0. \tag{7}$$

Conversely, let $t$ satisfy (7). Split the vector $(M-\theta)t$ into its parts orthogonal and parallel to $x$, using $1=P+xx^\dagger$:

$$(M-\theta)t=P(M-\theta)t+x\,[x^\dagger(M-\theta)t]=-r+x\,[x^\dagger(M-\theta)t].$$

This is (4), with

$$e=x^\dagger(M-\theta)t=x^\dagger Mt, \tag{8}$$

where the last form uses $x^\dagger t=0$. The scalar is thus the multiplier that enforces the orthogonality constraint. Equation (7) with $M=A$ is the Jacobi–Davidson correction equation; Olsen's formula solves its counterpart with $M$ in place of $A$.

For $M=A$, the argument that led to (2) gives $e=r^\dagger t$, which has the form of the exact shift with $t$ in place of $t_*$. In that case $e$ estimates $\varepsilon$. For another $M$, $x^\dagger(M-\theta)$ generally differs from $r^\dagger$, and $e$ then has no such meaning.

The equivalence was tested with complex $40\times40$ matrices by solving (7) in an explicit basis of the complement and comparing with (5) and (6).

## (d) One step with a diagonal approximation

*For the $3\times3$ matrix, take $M=\mathrm{diag}(1,3,5)\,E_0$ and compute $t$. Compare the result with the one obtained by setting $e=0$.*

**Solution.** The Rayleigh quotient is

$$\theta=\left[0.96^2(1)+0.28^2(3)-2(0.96)(0.28)(0.5)\right]E_0=0.888\,E_0 .$$

The components of $r=Ax-\theta x$ are, in $E_0$,

$$\begin{aligned}
r_1&=0.96-0.5(0.28)-0.888(0.96)=-0.03248,\\
r_2&=0.5(0.96)-3(0.28)+0.888(0.28)=-0.11136,\\
r_3&=0.2(0.96)-0.4(0.28)=0.08000.
\end{aligned}$$

The diagonal of $M-\theta$ is $(0.112,\,2.112,\,4.112)\,E_0$. Division gives

$$\begin{aligned}
(M-\theta)^{-1}r&=(-0.290000,\,-0.052727,\,0.019455),\\
(M-\theta)^{-1}x&=(8.571429,\,-0.132576,\,0)\,E_0^{-1}.
\end{aligned}$$

Their overlaps with $x$ are $-0.263636$ and $8.265693\,E_0^{-1}$, so

$$e=\frac{-0.263636}{8.265693}\,E_0=-0.031895\,E_0 .$$

Since $t=-(M-\theta)^{-1}r+e(M-\theta)^{-1}x$,

$$\begin{aligned}
t_1&=0.290000-0.031895(8.571429)=0.0166,\\
t_2&=0.052727+0.031895(0.132576)=0.0570,\\
t_3&=-0.0195 .
\end{aligned}$$

The new vector is $x+t=(0.9766,-0.2230,-0.0195)$. The exact eigenvector, scaled to unit overlap with $x$, is $(0.9760,-0.2253,-0.0255)$.

The Rayleigh quotient falls from $0.888000\,E_0$ to $0.879525\,E_0$. With $e=0$ it reaches $0.885130\,E_0$. To see the difference, compare the parts of the two steps orthogonal to $x$, after scaling each new vector to unit overlap with $x$. The uncorrected step $t_0=-(M-\theta)^{-1}r=(0.2900,\,0.0527,\,-0.0195)$ has overlap $0.263636$ with $x$, and its orthogonal part is $Pt_0=t_0-0.263636\,x=(0.0369,\,0.1265,\,-0.0195)$. The part along $x$ only rescales the trial vector, so $x+t_0$ is proportional to $x+Pt_0/1.263636=x+(0.0292,\,0.1001,\,-0.0154)$. The exact missing part is $t_*=(0.0160,\,0.0547,\,-0.0255)$. Even after the rescaling, the uncorrected step overshoots the first two components by a factor of about $1.8$ and falls short in the third, while Olsen's $t=(0.0166,\,0.0570,\,-0.0195)$ is closer in all three.

A Davidson method does not take $x+t$ as it stands; it diagonalizes $A$ in a subspace that contains $x$ and $t$. A part of $t$ along $x$ is then harmless, but $e$ also changes the part orthogonal to $x$, because $(M-\theta)^{-1}x$ is not parallel to $x$. The lowest eigenvalue of $A$ projected on the span of $x$ and $t$, called a Ritz value, is $0.879525\,E_0$ with Olsen's $e$ and $0.880546\,E_0$ with $e=0$. The advantage is smaller than for the bare step, but it remains in this example.

The value $e=-0.0319\,E_0$ is far from the true shift $\lambda-\theta=-0.00865\,E_0$, as part (c) allows for $M\neq A$.

## (e) The exact matrix

*Find the equation obeyed by the whole new vector $x+t$ for general $M$. Then set $M=A$ and identify the method. What happens if $e$ is left out?*

**Solution.** Add $(M-\theta)x$ to both sides of (4):

$$(M-\theta)(x+t)=(M-\theta)x-r+e\,x .$$

Because $r=(A-\theta)x$, the first two terms on the right combine to $(M-A)x$:

$$(M-\theta)(x+t)=(M-A)x+e\,x. \tag{9}$$

For $M=A$ the first source vanishes, and

$$x+t=e\,(A-\theta)^{-1}x. \tag{10}$$

The same follows from (5): the definition $r=(A-\theta)x$ gives $(A-\theta)^{-1}r=x$, so $t=-x+e(A-\theta)^{-1}x$. The numerator of (6) becomes $x^\dagger x=1$, and

$$e=\frac{1}{x^\dagger(A-\theta)^{-1}x}. \tag{11}$$

This is nonzero, so it changes the length and possibly the sign of the vector, but not the line it spans. Equation (10) is therefore one step of inverse iteration with shift $\theta$. If $\theta$ is recomputed from each new vector, the repeated procedure is Rayleigh quotient iteration. Inverse iteration with a shift held fixed is a different method, with different convergence.

For the example, a linear solve gives

$$(A-\theta)^{-1}x=(-112.398,\,25.919,\,2.946)\,E_0^{-1},$$

$$e=\frac{E_0}{0.96(-112.398)-0.28(25.919)}=-0.00868\,E_0 .$$

This is close to the true shift $-0.00865\,E_0$. Multiplying $(A-\theta)^{-1}x$ by $e$, with unrounded numbers, gives

$$x+t=(0.976021,\,-0.225070,\,-0.025578).$$

Its Rayleigh quotient lies $1.3\times10^{-7}\,E_0$ above $\lambda$. The inverse iterate built separately from the eigenvalues and eigenvectors of $A$, and scaled to unit overlap with $x$, agrees with this vector.

Now leave out $e$. Writing $r=(M-\theta)x-(M-A)x$ gives, for any $M$ with $M-\theta$ invertible,

$$-(M-\theta)^{-1}r=-x+(M-\theta)^{-1}(M-A)x. \tag{12}$$

For $M=A$ this is $-x$. The vector $x+t$ is then zero, and a subspace that already contains $x$ gains no new direction. A perfect preconditioner makes the correction useless unless the term with $e$ is kept.

## (f) How fast the exact step converges

*For $M=A$, relate the angle $\varphi'$ between the new vector and $u$ to the old angle $\varphi$. Find the orders of the errors in $\theta+e$ and in the new Rayleigh quotient.*

**Solution.** With a suitable choice of phases,

$$x=\cos\varphi\,u+\sin\varphi\,w,\qquad w^\dagger w=1,\quad u^\dagger w=0 .$$

Since $u^\dagger Aw=\lambda u^\dagger w=0$, there are no cross terms in $\theta$:

$$\theta=\lambda\cos^2\varphi+\omega\sin^2\varphi,\qquad \omega=w^\dagger Aw,$$

$$\theta-\lambda=(\omega-\lambda)\sin^2\varphi. \tag{13}$$

Inverse iteration gives

$$(A-\theta)^{-1}x=\frac{\cos\varphi}{\lambda-\theta}\,u+\sin\varphi\,(A-\theta)^{-1}w .$$

The second term is orthogonal to $u$, because a function of $A$ does not mix $u$ with its complement. The ratio of the lengths of the two parts is the tangent of the new angle:

$$\tan\varphi'=|\lambda-\theta|\;\|(A-\theta)^{-1}w\|\;\tan\varphi. \tag{14}$$

The factor $|\lambda-\theta|$ is of second order by (13). The norm stays finite as $\theta\to\lambda$, since $w$ contains no $u$ and the other eigenvalues differ from $\lambda$. For a fixed direction $w$ with $\omega\neq\lambda$, the new angle is thus proportional to the cube of the old one near the solution. For the lowest eigenvalue this condition always holds, since then $\omega>\lambda$.

In the example the initial tangent is $6.24\times10^{-2}$ and the contraction factor in (14) is $3.99\times10^{-3}$. Their product is $2.49\times10^{-4}$. The next two steps give $1.56\times10^{-11}$ and $3.77\times10^{-33}$, computed with 120-digit arithmetic. In ordinary double precision, rounding would hide the last of these.

Applying (13) to the new vector shows that the error of its Rayleigh quotient is proportional to $\sin^2\varphi'$, which is of sixth order in $\varphi$.

For $\theta+e$, let $B$ be $P(A-\theta)P$ restricted to the complement of $x$. Near the solution $B$ is invertible, because it approaches $A-\lambda$ on the complement of $u$. Equations (7) and (3) read

$$Bt=-r,\qquad Bt_*=-r+\varepsilon t_* .$$

Subtract the second from the first and apply $B^{-1}$:

$$t-t_*=-\varepsilon B^{-1}t_* . \tag{15}$$

This is of third order, as expected from the term dropped in part (b). Since $e=r^\dagger t$ and $\varepsilon=r^\dagger t_*$,

$$(\theta+e)-\lambda=e-\varepsilon=-\varepsilon\,r^\dagger B^{-1}t_* , \tag{16}$$

which is of order $2+1+1=4$. So $\theta+e$ is a better estimate of $\lambda$ than $\theta$, and the Rayleigh quotient of the new vector is better still in the limit of small angle. The numerical check finds the orders 3, 4 and 6.

Near convergence $A-\theta$ is almost singular, while $B$ is not. In (10) a large vector is multiplied by a small $e$, and the correction $t$ itself stays small.

## (g) How fast the approximate step converges

*Now keep a fixed $M\neq A$ and replace $x$ by the normalized $x+t$ at each step. Find the leading relation between the new and old errors, and the order of $e$.*

**Solution.** Let $K$ be the restriction of $P(M-\theta)P$ to the complement of $x$, assumed invertible. Equation (7) gives $Kt=-r$, and (3) gives $-r=(B-\varepsilon)t_*$. Therefore

$$t-t_*=K^{-1}(B-\varepsilon-K)t_* . \tag{17}$$

The error before the step is $x-(x+t_*)=-t_*$, and after it $(x+t)-(x+t_*)=t-t_*$. As $x\to u$, $B-\varepsilon$ tends to $K_A$ and $K$ to $K_M$, the blocks of $A-\lambda$ and $M-\lambda$ on the complement of $u$. To leading order,

$$\text{new error}=K_M^{-1}(K_M-K_A)\times\text{old error}. \tag{18}$$

Normalizing $x+t$ changes its length by an amount of second order and does not alter this result. Convergence is now generally linear. It occurs from a sufficiently close start if the spectral radius of the matrix in (18), the largest modulus of its eigenvalues, is below one. For $M=A$ the matrix vanishes and the cubic law of part (f) takes over.

For $M=\mathrm{diag}(A)$ in the example the spectral radius is $0.2194$. The tangents of the angle run $6.24\times10^{-2}$, $6.47\times10^{-3}$, $1.60\times10^{-3}$, $2.88\times10^{-4}$. Single early steps shrink the error by differing factors, mainly because the error has components along both eigenvectors of the matrix in (18); terms beyond leading order also contribute while the angle is not yet small. The mean factor over steps 20 to 80 is $0.2194$.

Equation (8) gives the order of $e$. The correction $t$ is of first order, and $u^\dagger M$ generally has a part in the complement of $u$, so $e=x^\dagger Mt$ is generally of first order. The true shift is of second order. Both $e$ and $\varepsilon$ tend to zero near convergence, but $\varepsilon$ does so faster. The ratio $e/\varepsilon$ therefore generally grows without bound instead of approaching one, and the relative mismatch seen in part (d) becomes worse.

Equation (9) shows how this differs from inverse iteration. Take a fixed $M$ with $(M-A)u\neq0$ and $M-\lambda$ invertible, as in the example. As $x\to u$, $e$ tends to zero while $(M-A)x$ does not, so the new vector comes mainly from the source $(M-A)x$. For $M=A$ it comes entirely from $e\,x$.

These rates describe the bare iteration. In a Davidson method for the lowest eigenvalue, the subspace contains $x+t$, so by the variational principle its lowest Ritz value is no higher than the Rayleigh quotient of $x+t$.

## (h) Two singular cases

*Examine (i) a basis vector $x$ with diagonal $M=\mathrm{diag}(A)$, and (ii) $A=M=\mathrm{diag}(-1,1)\,E_0$ with $x=(1,1)/\sqrt2$. Does a correction exist?*

**Solution.** (i) If $x$ is the first basis vector, then $\theta=A_{11}=M_{11}$. The matrix $M-\theta$ has a zero on its diagonal, and (5) cannot be evaluated. The projected equation (7) involves only the other components, and if $A_{ii}\neq A_{11}$ for all of them it gives

$$t_1=0,\qquad t_i=-\frac{r_i}{A_{ii}-\theta}=-\frac{A_{i1}}{A_{ii}-A_{11}}\quad(i>1).$$

The correction exists, with $e=x^\dagger Mt=0$. It is the first-order perturbation of the vector by the off-diagonal elements. The singularity belongs to formula (5), not to the underlying problem.

(ii) Here $\theta=0$ and

$$r=\frac{E_0}{\sqrt2}\begin{pmatrix}-1\\1\end{pmatrix},\qquad (A-\theta)^{-1}x=\frac{1}{\sqrt2\,E_0}\begin{pmatrix}-1\\1\end{pmatrix}.$$

The inverse iterate is orthogonal to $x$, so the denominator in (6) vanishes. The complement of $x$ is spanned by $q=(1,-1)/\sqrt2$, for which $q^\dagger(A-\theta)q=0$. Equation (7) would require zero to equal $-r$, whose norm is $1\,E_0$. No correction exists.

Inverse iteration still defines a direction here, but that direction cannot be written as $x+t$ with $t$ orthogonal to $x$. Rayleigh quotient iteration does not converge from this start either: the new vector also has $\theta=0$, and the next step returns to $x$. Adding $(A-\theta)^{-1}x$ itself to the subspace resolves the case, because the two vectors span the whole space and the projected diagonalization is exact.

The reduction to inverse iteration thus holds for $M=A$ when $A-\theta$ is invertible and the inverse iterate has a nonzero overlap with $x$.

## Table of computed values

```
A row 1: (1.000000, 0.500000, 0.200000) E0
A row 2: (0.500000, 3.000000, 0.400000) E0
A row 3: (0.200000, 0.400000, 5.000000) E0
trial vector x: (0.960000, -0.280000, 0.000000)
exact eigenvalues: (0.879350, 3.022474, 5.098175) E0
exact lowest eigenvector u: (0.974059, -0.224860, -0.025449)
u scaled to x.u = 1: (0.975955, -0.225298, -0.025499)
theta = 0.888000 E0
exact shift lambda - theta = -0.008650 E0
residual r: (-0.032480, -0.111360, 0.080000) E0
Step with M = diag(A)
  diagonal of M - theta: (0.112000, 2.112000, 4.112000) E0
  (M-theta)^-1 r: (-0.290000, -0.052727, 0.019455)
  (M-theta)^-1 x: (8.571429, -0.132576, 0.000000) 1/E0
  x.(M-theta)^-1 r = -0.263636
  x.(M-theta)^-1 x = 8.265693 1/E0
  e = -0.031895 E0
  t: (0.016612, 0.056956, -0.019455)
  x + t: (0.976612, -0.223044, -0.019455)
  Rayleigh quotient of x + t = 0.879525 E0
  same with e = 0: 0.885130 E0
  lowest Ritz value, span(x,t) = 0.879525 E0
  same with e = 0: 0.880546 E0
Step with M = A
  (A-theta)^-1 r: (0.960000, -0.280000, 0.000000)
  (A-theta)^-1 x: (-112.398324, 25.919009, 2.945540) 1/E0
  e = -0.008684 E0
  t: (0.016021, 0.054930, -0.025578)
  x + t: (0.976021, -0.225070, -0.025578)
  inverse iterate y/(x.y), from spectrum: (0.976021, -0.225070, -0.025578)
  Rayleigh quotient minus lambda = 1.344e-07 E0
  angle contraction factor = 3.990223e-03
Measured orders in the error of x
  t, M=A: 3.000
  theta+e, M=A: 4.000
  new Rayleigh quotient, M=A: 6.000
  t, M=diag(A): 1.000
  size of e, M=diag(A): 1.005
tan(angle to u), steps 0-3, M = diag(A): 6.24e-02, 6.47e-03, 1.60e-03, 2.88e-04
tan(angle to u), steps 0-3, M = A: 6.24e-02, 2.49e-04, 1.56e-11, 3.77e-33
linear factor for diag(A): spectral radius = 0.21940
  measured mean factor, steps 20-80 = 0.21940
exception diag(-1,1): |x.(A-theta)^-1 x| = 2.2e-17 1/E0
  residual norm = 1.000000 E0
largest relative deviation, 40x40 test: 3.2e-15
```
